# Radiative Voltage Loss from an Urbach Tail and Its Finite Limit

**Q.** You say that a weakly absorbing tail below the band edge lowers the voltage of a solar cell even when every recombination event emits a photon. I don't see how. The tail absorbs extra sunlight, so it should help.

**A.** It does both, and the two effects have different sizes. Start with a cell whose absorptance \(a(E)\), the fraction of incident photons of energy \(E\) that it absorbs, is known and is the same for all directions of incidence. Assume that each absorbed photon gives one collectable electron–hole pair, that all recombination is radiative, and that light enters and leaves through one face, with a perfect mirror behind.

In the dark, at temperature \(T\), the cell sits in thermal radiation. The photon density per unit energy is \(8\pi E^2/(h^3c^3)\) times the occupation \(1/(e^{E/kT}-1)\). The flux onto a surface is \(c/4\) times the density, so for \(E\gg kT\)

\[
\phi(E)=\frac{2\pi E^2}{h^3c^2}\,e^{-E/kT}.
\]

The cell absorbs \(a\phi\). In equilibrium each emission process balances its reverse, so it also emits \(a\phi\). Expressed as a current density, this is

\[
J_0=q\int_0^\infty a(E)\,\phi(E)\,dE .
\]

**Q.** That is equilibrium. A working cell has a voltage.

**A.** Let the electron and hole populations have quasi-Fermi levels separated by \(qV\), uniform through the absorber. Consider a transition of energy \(E\) between a lower state with occupation \(f_v\) and an upper state with occupation \(f_c\). Spontaneous emission is proportional to \(f_c(1-f_v)\). Net absorption, which is absorption minus stimulated emission, is proportional to

\[
f_v(1-f_c)-f_c(1-f_v)=f_v-f_c .
\]

For Fermi functions, \((1-f_c)/f_c\) and \(f_v/(1-f_v)\) are exponentials whose product is \(e^{x}\), with \(x=(E-qV)/kT\). Dividing numerator and denominator by \(f_c(1-f_v)\) gives

\[
\frac{f_c(1-f_v)}{f_v-f_c}=\frac{1}{e^{x}-1}.
\]

The emitted flux is therefore the absorptance times \(2\pi E^2/(h^3c^2)\) times this factor. If \(x\gg1\) for all photons that matter, the factor is \(e^{-E/kT}e^{qV/kT}\), and emission is the dark value times \(e^{qV/kT}\). At open circuit the absorbed and emitted photon currents match:

\[
J_{sc}=J_0e^{qV/kT}
\quad\Rightarrow\quad
V=\frac{kT}{q}\ln\frac{J_{sc}}{J_0}.
\]

The thermal background is dropped here, since \(J_0\) is tiny beside \(J_{sc}\). If a tail multiplies \(J_0\) by \(R\) while \(J_{sc}\) is held fixed, the voltage falls by

\[
\Delta V=\frac{kT}{q}\ln R .
\]

The cell still emits one photon per absorbed photon. It reaches that emission at a smaller voltage because it is a better emitter.

**Q.** Then show me \(R\). I want the tail defined, including where it joins the edge.

**A.** Take

\[
a(E)=
\begin{cases}
1, & E\ge E_g,\\
e^{(E-E_g)/E_u}, & E<E_g .
\end{cases}
\]

The Urbach energy \(E_u\) is the energy over which the tail falls by a factor \(e\). The reference is the pure step at the same \(E_g\), which here means the energy where the tail reaches \(a=1\).

To leading order, replace the slowly varying \(E^2\) by \(E_g^2\). Common factors cancel in \(R\), including \(e^{-E_g/kT}\). The step contributes

\[
\int_{E_g}^\infty e^{-(E-E_g)/kT}dE=kT .
\]

Below the edge, set \(y=E_g-E\ge0\). The absorptance is \(e^{-y/E_u}\), while the thermal factor grows as \(e^{+y/kT}\). Their product is \(e^{-y/s}\), with

\[
\frac1s=\frac1{E_u}-\frac1{kT}=\frac{kT-E_u}{E_u\,kT},
\qquad
s=\frac{E_u\,kT}{kT-E_u}.
\]

For \(E_u<kT\), extending the upper limit of \(y\) to infinity gives a tail contribution \(s\). Hence

\[
R=\frac{kT+s}{kT}=1+\frac{E_u}{kT-E_u}=\frac{kT}{kT-E_u},
\]

\[
\boxed{\Delta V=\frac{kT}{q}\ln\frac{kT}{kT-E_u}},\qquad 0<E_u<kT .
\]

**Q.** So a photon deep in the tail is rarely absorbed, but the thermal factor favours it. How much of the light comes from there?

**A.** The share emitted below \(E_g\), in the same approximation, is

\[
\frac{s}{kT+s}
=\frac{E_u kT/(kT-E_u)}{(kT)^2/(kT-E_u)}
=\frac{E_u}{kT}.
\]

The tail of the emission has decay energy \(s\), which is longer than the decay energy \(E_u\) of the absorptance. Sunlight has no comparable bias towards low energy near the edge. If its photon flux per unit energy varies little over \(E_u\), the added solar absorption is that flux times \(E_u\). It adds to a photocurrent collected over a range of order 1 eV above the edge, so the relative gain is roughly \(E_u\) divided by 1 eV. The step's emission comes from a range of only about \(kT\), so the relative increase in emission is \(s/kT\), which is far larger. This is why the gain in photocurrent does not cancel the loss.

For a sharp tail, with \(r=E_u/kT\ll1\),

\[
\Delta V=-\frac{kT}{q}\ln(1-r)
=\frac{E_u}{q}\left(1+\frac r2+\frac{r^2}{3}+\dots\right),
\]

so the loss begins as \(E_u/q\), independent of temperature. Its slope,

\[
\frac{d(q\Delta V)}{dE_u}=\frac{kT}{kT-E_u},
\]

starts at one and rises as the tail broadens.

**Q.** Put numbers in. I suspect the effect is negligible.

**A.** Take \(E_g=1.60\) eV, \(E_u=15\) meV and \(T=300\) K, so \(kT=25.85\) meV. These are round model values, in the rough range of a lead-halide perovskite film. Then

\[
s=\frac{15\times25.85}{25.85-15}=35.7\ \text{meV},
\qquad
R=\frac{25.85}{10.85}=2.38,
\]

\[
\Delta V=25.85\ \text{mV}\times\ln 2.382=22.4\ \text{mV}.
\]

The emission share below the edge is \(15/25.85=58\,\%\). Near this point, the law adds about 2.4 mV of loss for another 1 meV of Urbach energy.

For the photocurrent, use a 5800 K blackbody spectrum scaled to 1000 W/m². The step gives 23.76 mA/cm² and the tail adds 0.407 mA/cm². That gain is worth

\[
25.85\ \text{mV}\times\ln\left(1+\frac{0.407}{23.76}\right)=0.44\ \text{mV},
\]

far less than the 22.4 mV loss.

**Q.** You replaced \(E^2\) by a constant. Your emission now reaches well below the edge, so that deserves a correction.

**A.** Keep \(E^2=(E_g-y)^2\) and stop at \(E=0\). With \(\delta=1/s\), integrate by parts twice:

\[
\begin{aligned}
I&=\int_0^{E_g}(E_g-y)^2e^{-\delta y}dy\\
&=\frac{E_g^2}{\delta}-\frac2\delta\int_0^{E_g}(E_g-y)e^{-\delta y}dy\\
&=\frac{E_g^2}{\delta}-\frac2\delta\left[\frac{E_g}{\delta}-\frac{1-e^{-\delta E_g}}{\delta^2}\right]\\
&=\frac{E_g^2}{\delta}-\frac{2E_g}{\delta^2}
+\frac{2(1-e^{-\delta E_g})}{\delta^3}.
\end{aligned}
\]

Above the edge, writing \(E=E_g+u\) and expanding the square gives

\[
\int_0^\infty(E_g+u)^2e^{-u/kT}du
=kT\left[E_g^2+2E_gkT+2(kT)^2\right].
\]

The ratio is one plus \(I\) divided by this expression. When \(s\) and \(kT\) are small beside \(E_g\), the first correction is

\[
R\approx1+\frac{s}{kT}\left(1-\frac{2s}{E_g}-\frac{2kT}{E_g}\right).
\]

The first negative term comes from the smaller \(E^2\) in the tail, the second from the larger \(E^2\) above the edge. In the example the full ratio is 2.280 instead of 2.382, which reduces the loss by 1.1 mV. The share emitted below the edge becomes 56 %.

**Q.** Now the part I distrust most. As \(E_u\to kT\), your formula diverges. Does a real open-circuit voltage go to minus infinity?

**A.** No. The divergence belongs to the leading law. At \(E_u=kT\) we have \(\delta=0\), the tail integrand has no exponential decay, and the constant-prefactor integral over an infinite range is infinite. With \(E^2\) and the physical limit \(E\ge0\), however,

\[
I(\delta=0)=\int_0^{E_g}(E_g-y)^2dy=\frac{E_g^3}{3},
\]

which is finite. The dark emission ratio then gives a loss of 78.7 mV in the example.

**Q.** So 78.7 mV is the right answer there?

**A.** Not for an operating cell. That number still multiplies dark emission by \(e^{qV/kT}\) at every photon energy. This requires \(E-qV\gg kT\), and a long tail contains photons with \(E\) near or below \(qV\).

**Q.** But the Bose factor \(1/(e^x-1)\) itself diverges at \(E=qV\). You have exchanged one infinity for another.

**A.** The absorptance vanishes at the same point, because the upper and lower states become equally occupied. To see the product, assume that the two state energies lie symmetrically about the midpoint of the quasi-Fermi levels. Then

\[
f_c=\frac1{e^{x/2}+1},\qquad
f_v=\frac1{e^{-x/2}+1}=\frac{e^{x/2}}{e^{x/2}+1},
\]

\[
f_v-f_c=\frac{e^{x/2}-1}{e^{x/2}+1}=\tanh\frac x4 .
\]

Where absorption is weak, absorptance is proportional to the absorption coefficient, so the tail is multiplied by this factor. Its emission contains

\[
\frac{\tanh(x/4)}{e^x-1}
=\frac{e^{x/2}-1}{e^{x/2}+1}\,
\frac1{(e^{x/2}-1)(e^{x/2}+1)}
=\frac1{(e^{x/2}+1)^2}.
\]

At \(E=qV\) this equals \(1/4\). For \(x\gg1\) it returns to \(e^{-x}\); for \(x\ll-1\) it approaches one. Once the states are filled, more voltage cannot raise their emission exponentially.

Close to \(E_g\) the tail is not weakly absorbing, so the proportionality is not justified there. With \(E_g-qV=298\) meV in the 15 meV example, though, \(x=11.5\) at the edge and \(\tanh(x/4)\) differs from one by less than 1 %.

**Q.** Then calculate the finite loss at \(E_u=kT\), rather than telling me it is finite.

**A.** Return to a constant prefactor, so that state filling alone supplies the cutoff. Let \(x_g=(E_g-qV)/kT\), where \(V\) is the voltage with the tail present. Since

\[
e^{(E-E_g)/kT}=e^{x-x_g},
\]

the tail emission is \(kT\,e^{-x_g}\) times an integral over \(x\). The step emission is \(kT\,e^{-x_g}\) for \(x_g\gg1\). Therefore

\[
R=1+\int_{-\infty}^{x_g}\frac{e^x}{(e^{x/2}+1)^2}\,dx .
\]

Put \(z=e^{x/2}\), so \(dx=2\,dz/z\), and let \(w=e^{x_g/2}\):

\[
\begin{aligned}
R&=1+2\int_0^w\frac{z}{(z+1)^2}dz\\
&=1+2\int_0^w\left[\frac1{z+1}-\frac1{(z+1)^2}\right]dz\\
&=1+2\ln(1+w)+\frac2{1+w}-2 .
\end{aligned}
\]

For \(w\gg1\), \(2\ln(1+w)\approx x_g\), and

\[
R\approx\frac{E_g-qV}{kT}-1,\qquad
\Delta V\approx\frac{kT}{q}\ln\left(\frac{E_g-qV}{kT}-1\right).
\]

The tail emits almost uniformly from \(E_g\) down to the neighbourhood of \(qV\), and filling ends the plateau. Because \(V\) includes the loss, this is an implicit equation.

**Q.** Does the estimate survive when \(E^2\) and the solar current are restored?

**A.** I solved the photon balance numerically with \(E^2\), the Bose factor, the filled tail and its solar absorption, keeping \(a=1\) above the edge. At \(E_u=kT\) it gives \(x_g=12.97\) and a loss of 58.1 mV. With that \(x_g\), the estimate is

\[
25.85\ \text{mV}\times\ln(12.97-1)=64.2\ \text{mV}.
\]

It is about 10 % above the numerical loss. It leaves out the decrease of \(E^2\) along the plateau and the photocurrent gain, both of which lower the loss.

The approach to this point, with all other settings fixed, is:

| \(E_u\) (meV) | Leading law (mV) | Photon balance (mV) |
|---:|---:|---:|
| 5 | 5.6 | 5.2 |
| 15 | 22.4 | 20.6 |
| 20 | 38.4 | 33.7 |
| 24 | 68.2 | 49.1 |
| 25.85 | none | 58.1 |
| 30 | none | 82.5 |

The law needs \(s\ll E_g\) and \(s\ll E_g-qV\). It also needs both states at the edge to lie several \(kT\) from their quasi-Fermi levels. At 24 meV, \(s\) is about 335 meV, as large as \(E_g-qV\), and the law fails before its singularity.

The photon-balance values also depend on the symmetric placement of the two state energies. Suppose instead that one state lies only a tenth of \(E-qV\) from its quasi-Fermi level and the other nine tenths from its own. The losses at 15, 25.85 and 30 meV then become 16.7, 51.6 and 75.8 mV. If instead the tail belongs to the lower band alone, the upper state stays at the band edge, \((E_g-qV)/2\) from its quasi-Fermi level, and only the lower state moves into the gap. Filling then ends the plateau about halfway between \(E_g\) and \(qV\), and the three losses are 20.3, 47.4 and 59.6 mV. The one-tenth case differs even for a sharp tail, because one of the states at the edge then lies only about \(kT\) from its quasi-Fermi level: at 5 meV the loss is 4.0 mV instead of 5.2 mV. The filling factor at the edge is then about 0.75, so scaling the absorptance by it is crude there. Applying it to the optical depth \(-\ln(1-a)\) instead gives 4.3 mV at 5 meV and 17.4 mV at 15 meV, while the symmetric values at these two energies move by about 0.02 mV or less. The table therefore describes the symmetric model, not a particular material.

**Q.** What happens above \(kT\)? Could I use the dark \(J_0\), since it stays finite?

**A.** It would mislead you. At \(E_u=30\) meV the dark expression gives 178 mV, against 82.5 mV from the photon balance. The dark integrand is proportional to \(E^2\exp[-E(1/kT-1/E_u)]\). Setting its derivative to zero gives

\[
E_{\rm peak}=\frac{2}{1/kT-1/E_u}\approx0.37\ \text{eV}.
\]

The operating voltage is about 1.24 V, so this peak lies far below \(qV\), where multiplying by \(e^{qV/kT}\) is invalid.

**Q.** Back at 15 meV, the whole result hangs on a sharp corner at \(E_g\). A film has a smooth absorptance.

**A.** Let the optical depth be \(A e^{(E-E_g)/E_u}\), continued as an exponential through the edge, and take

\[
a(E)=1-\exp\left[-A e^{(E-E_g)/E_u}\right].
\]

With \(u=E-E_g\), a constant prefactor and Boltzmann emission,

\[
R=\frac1{kT}\int_{-\infty}^{\infty}
\left[1-e^{-A e^{u/E_u}}\right]e^{-u/kT}du .
\]

Set \(t=Ae^{u/E_u}\). Then \(du=E_u\,dt/t\) and \(e^{-u/kT}=(t/A)^{-r}\), so

\[
R=rA^r\int_0^\infty(1-e^{-t})t^{-r-1}dt .
\]

Integrate by parts. The boundary term \(-(1-e^{-t})t^{-r}/r\) vanishes at both ends for \(0<r<1\), leaving

\[
R=A^r\int_0^\infty e^{-t}t^{-r}dt=A^r\Gamma(1-r).
\]

For \(A=1\), use \(\Gamma(2-r)=(1-r)\Gamma(1-r)\):

\[
\Delta V=\frac{kT}{q}\ln\frac1{1-r}
+\frac{kT}{q}\ln\Gamma(2-r).
\]

The singular term is unchanged. At fixed photocurrent, this smooth edge alters the loss by \(-3.1\) mV at \(E_u=15\) meV. The size depends on how the absorption continues above the edge: if the optical depth stayed at 1 there instead of rising exponentially, the change at fixed photocurrent would be \(-6.6\) mV. That film would, however, absorb only 63 % of the light above the edge. The lost photocurrent costs about 11.7 mV, so its net loss would be about 5 mV larger than for the sharp corner.

**Q.** And if the film is twice as thick?

**A.** At fixed photocurrent, the factor \(A^r\) adds \((E_u/q)\ln A\). For \(A=2\) this is \(15\ln2=10.4\) mV. The same absorptance can be written with \(A=1\) and an edge lowered by \(E_u\ln A\). A quoted tail loss therefore has meaning only with a stated definition of \(E_g\). In a real film the absorption coefficient does not keep rising exponentially above the edge, so this is the size of the effect in this model.

**Q.** Give me the balance sheet for the sharp-corner example, and tell me what a real perovskite cell would change.

**A.** The law gives 22.4 mV. The \(E^2\) factor changes it by \(-1.1\) mV, the photocurrent gain by \(-0.4\) mV, and state filling with the Bose factor, for symmetric state energies, by \(-0.2\) mV. The photon balance gives 20.6 mV: the voltage falls from 1.323 V to 1.302 V.

For a lead-halide perovskite film, a gap near 1.6 eV and an Urbach energy near 15 meV are roughly typical. The assumption of purely radiative recombination has a large effect on the absolute voltage. If 1 % of recombination events yield an escaping photon, the further loss is

\[
25.85\ \text{mV}\times\ln100=119\ \text{mV},
\]

several times the tail loss. With the yield specified at the operating point, the two add as long as emission scales as \(e^{qV/kT}\). That holds closely in this example with symmetric state energies, but not for a tail so broad that state filling matters. Amorphous silicon, with a rough Urbach energy of 50 meV, lies outside the law at room temperature. Tail carriers that do not share one quasi-Fermi splitting with the bands would also break the derivation; I have not sized that effect.

**Q.** Cells run warm. Does heating make the tail worse?

**A.** At fixed \(E_u\), the series above shows that the tail loss decreases with temperature, because \(r\) falls. At 340 K, \(kT=29.30\) meV and the law gives 21.0 mV for \(E_u=15\) meV. If \(E_u\) rises to 17 meV, an assumed change to show the sensitivity, it gives 25.4 mV. The sign of the change thus depends on how the tail broadens. These figures concern the loss relative to a step at the same temperature, not the whole temperature dependence of the voltage.

Cooling at fixed \(E_u=15\) meV would bring the law to its singularity at 174 K. There, too, the operating loss would be limited by state filling. A prediction for a cooled cell needs \(E_u\) at that temperature, since thermal disorder contributes to the tail.

## Numbers as computed

```
Edge energy Eg: 1.60 eV
Urbach energy Eu: 15.0 meV
Cell temperature: 300 K
Thermal energy kT: 25.85 meV
Sun temperature: 5800 K
Sun power: 1000 W/m2
Tail emission depth s: 35.7 meV
J0 ratio, leading law: 2.382
J0 ratio, with E^2 factor: 2.280
Loss, leading law: 22.44 mV
Slope of loss with Eu: 2.38 mV/meV
Emission share below Eg, leading: 58.0 %
Emission share below Eg, with E^2: 56.1 %
Photocurrent, step: 23.76 mA/cm2
Photocurrent added by tail: 0.407 mA/cm2
J0, step: 1.431e-21 mA/cm2
J0, tail: 3.262e-21 mA/cm2
Open-circuit voltage, step: 1.3227 V
Open-circuit voltage, tail: 1.3021 V
Eg - qV with tail: 297.9 meV
Loss, full photon balance: 20.63 mV
Changes of the loss by neglected effects:
  E^2 factor: -1.14 mV
  photocurrent gain: -0.44 mV
  state filling and Bose factor: -0.24 mV
  smooth edge, A = 1: -3.12 mV
  optical depth A from 1 to 2: +10.40 mV
Thermal energy at 340 K: 29.30 meV
Law at 340 K, Eu 15 meV: 21.02 mV
Law at 340 K, Eu 17 meV: 25.43 mV
Temperature where kT = 15 meV: 174.1 K
Separate loss at 1 % emission yield: 119.1 mV
Loss in mV: Eu (meV) | law | dark J0 with E^2 | photon balance
   5.00 |   5.56 |   5.36 |   5.17
  10.00 |  12.64 |  12.13 |  11.73
  15.00 |  22.44 |  21.30 |  20.63
  20.00 |  38.41 |  35.60 |  33.74
  24.00 |  68.15 |  57.88 |  49.12
  25.85 |   none |  78.68 |  58.09
  30.00 |   none | 178.26 |  82.53
At Eu = kT, (Eg - qV)/kT: 12.97
At Eu = kT, loss from cap formula: 64.2 mV
At Eu = kT, loss from photon balance: 58.1 mV
```
